# Partial-Wave Convergence of the Leading Relativistic Correction to Pair Correlation: test program

```python
"""
Result under test: for a singlet 1s^2 pair in a Coulomb field of charge Z, the
alpha^2 correction to the second-order pair energy has partial-wave increments
  two-electron Darwin  +3/32 alpha^2 Z^2 / lam^2,     lam = l + 1/2,
  mass-velocity        -3/64 alpha^2 Z^2 / lam^2,
so the Darwin energy missing from a set saturated up to l = X-1 is
3/32 alpha^2 Z^2 / X.  Breit interaction is not included.

Symbols: r1, r2 electron radii, r12 their distance, V = 1/r12, psi0 the bare
1s^2 product, psi1 its first-order change due to V, u0 the 1s radial function.
All solving is done at Z = 1 in Hartree units; powers of Z follow by scaling.
Method: splines for each partial wave, and a correlated (s,t,u) expansion,
s = r1+r2, t = r1-r2, u = r12, for the sum over all partial waves.
"""
from functools import lru_cache
import numpy as np
import mpmath as mp
from scipy.constants import fine_structure as alpha
from scipy.integrate import quad
from scipy.interpolate import BSpline
from scipy.linalg import eigh, solve
from scipy.special import digamma, gammainc, gammaln, eval_legendre

# ---------- one-electron response to mass-velocity plus Darwin ----------
g_const = -0.25 + 0.5 * (digamma(3) - np.log(2))


def g(r):
    return 0.25 / r - 0.5 * np.log(r) + g_const


def density(r):
    return 4 * r**2 * np.exp(-2 * r)


# alpha^2 energy of one electron: Pauli operators against the Dirac level
lap_sq = quad(lambda r: (1 - 2 / r)**2 * density(r), 0, 50)[0]
pauli_1s = -lap_sq / 8 + (np.pi / 2) / np.pi


def dirac_level(a):
    return (np.sqrt(1 - a) - 1) / a


dirac_1s = 0.5 * (dirac_level(1e-3) - dirac_level(-1e-3)) / 1e-3
assert abs(pauli_1s - dirac_1s) < 1e-5


# alpha^2 part of the Dirac 1s^2 Coulomb integral tests the contact operator
def dirac_coulomb_integral(a):
    shape = 2 * np.sqrt(1 - a) + 1

    def integrand(r):
        log_rho = (shape * np.log(2) + (shape - 1) * np.log(r)
                   - 2 * r - gammaln(shape))
        return 2 * np.exp(log_rho) / r * gammainc(shape, 2 * r)
    return quad(integrand, 0, 40, epsabs=1e-12, epsrel=1e-12, limit=200)[0]


J_dirac = (dirac_coulomb_integral(1e-3) - dirac_coulomb_integral(-1e-3)) / 2e-3
contact0 = quad(lambda r: density(r)**2 / (4 * np.pi * r**2), 0, 40)[0]
response0 = 4 * quad(lambda r: density(r) * g(r)
                     * (1 - (1 + r) * np.exp(-2 * r)) / r, 0, 40)[0]
J_pauli = -np.pi * contact0 + response0
assert abs(J_dirac - J_pauli) < 1e-5

# ---------- partial-wave coefficient of r12 at r1 = r2 = 1 ----------
for l in (1, 3, 6):
    # x = 1 - 2 y^2 removes the square-root end point
    coef = (2 * l + 1) / 2 * quad(
        lambda y: eval_legendre(l, 1 - 2 * y * y) * 2 * y * 4 * y, 0, 1)[0]
    assert abs(coef + 1 / ((l + 0.5)**2 - 1)) < 1e-9

# ---------- spline solution of the pair equation for each l ----------
R_box, degree = 25.0, 7
breaks = np.concatenate([[0.0], np.geomspace(0.02, R_box, 230)])
knots = np.concatenate([[0.0] * degree, breaks, [R_box] * degree])
n_spline = len(knots) - degree - 1
node, weight = np.polynomial.legendre.leggauss(9)
half = np.diff(breaks) / 2
r = ((breaks[:-1] + half)[:, None] + half[:, None] * node).ravel()
w = (half[:, None] * weight).ravel()
splines = BSpline(knots, np.eye(n_spline), degree)
S0, S1, S2 = splines(r), splines(r, 1), splines(r, 2)
u0 = 2 * r * np.exp(-r)


def channel(l):
    """Increments of wave l at Z = 1 (relativistic ones per alpha^2)."""
    keep = slice(1 if l == 0 else 2, -1)
    b, db, ddb = S0[:, keep], S1[:, keep], S2[:, keep]
    cent = l * (l + 1) / r**2
    overlap = b.T @ (w[:, None] * b)
    kin = db.T @ (w[:, None] * db) + b.T @ ((w * cent)[:, None] * b)
    ham = kin / 2 - b.T @ ((w / r)[:, None] * b)
    eps, U = eigh((ham + ham.T) / 2, (overlap + overlap.T) / 2)
    P = b @ U

    def coulomb(f1, f2):
        A1 = P.T @ ((w * f1 / r)[:, None] * b)
        A2 = P.T @ ((w * f2 / r)[:, None] * b)
        m1 = P.T @ (w * f1 * (r / R_box)**l)
        m2 = P.T @ (w * f2 * (r / R_box)**l)
        return (2*l + 1) * A1 @ solve(kin, A2.T) + np.outer(m1, m2) / R_box

    v = coulomb(u0, u0)
    gap = eps[:, None] + eps[None, :] + 1.0
    if l == 0:
        gap[0, 0] = np.inf          # psi0 itself is excluded
    c = -v / gap
    F_diag = ((P @ c) * P).sum(axis=1)
    out = {"energy": (v * c).sum() / (2*l + 1),
           "contact": 2 * (w * u0**2 * F_diag / r**2).sum() / (4 * np.pi)}
    out["darwin"] = -np.pi * out["contact"]
    if l > 0:
        lap = (ddb - cent[:, None] * b) @ U
        T2 = lap.T @ (w[:, None] * lap)
        out["massvel"] = -0.25 / (2*l + 1) * (c * (T2 @ c)).sum()
        out["response"] = 4 / (2*l + 1) * (c * coulomb(g(r) * u0, u0)).sum()
        out["norm"] = -2 * pauli_1s / (2*l + 1) * (c**2).sum()
        out["total"] = (out["darwin"] + out["massvel"]
                        + out["response"] + out["norm"])
    return out, P, c


l_max = 12
waves = []
for l in range(l_max + 1):
    result, P, c = channel(l)
    waves.append(result)

# shape of the highest wave around r1 = r2 = 1
q0 = np.argmin(abs(r - 1))
near = abs(np.log(r / r[q0])) < 0.25
lam = l_max + 0.5
f_num = (P @ (c @ P[q0]))[near] / (u0[near] * u0[q0])
tau = lam * abs(np.log(r[near] / r[q0]))
f_asy = -np.sqrt(r[near] * r[q0]) / (2*lam**2) * (1 + tau) * np.exp(-tau)
shape_error = abs(f_num - f_asy).max() / abs(f_asy).max()
assert shape_error < 0.05


def limit(key, power, la=6, lb=12):
    """Large-l limit of increment*lam^power, removing the lam^-2 correction."""
    a, b = la + 0.5, lb + 0.5
    ya, yb = waves[la][key] * a**power, waves[lb][key] * b**power
    return (b*b*yb - a*a*ya) / (b*b - a*a)


I_cusp = quad(lambda x: 4*np.pi*x**3 * np.exp(-4*x) / np.pi**2, 0, 30)[0]
response_asy = -24 * quad(lambda x: np.exp(-4*x) * g(x) * x**5, 0, 30)[0]
predicted = {"darwin": np.pi * I_cusp, "massvel": -np.pi * I_cusp / 2,
             "total": np.pi * I_cusp / 2}
assert abs(predicted["darwin"] - 3 / 32) < 1e-9
for key, tol in (("darwin", 0.01), ("massvel", 0.01), ("total", 0.02)):
    assert abs(limit(key, 2) / predicted[key] - 1) < tol, key
assert abs(limit("energy", 4) / (-45 / 256) - 1) < 0.01
assert abs(limit("response", 4) / response_asy - 1) < 0.03
slope = (np.log(waves[12]["darwin"] / waves[10]["darwin"])
         / np.log(12.5 / 10.5))
norm_slope = (np.log(waves[12]["norm"] / waves[10]["norm"])
              / np.log(12.5 / 10.5))
assert abs(slope + 2) < 0.15 and abs(norm_slope + 6) < 0.4

# ---------- all partial waves at once: correlated expansion ----------
mp.mp.dps = 40


@lru_cache(maxsize=None)
def moment(a, b, c):
    """Integral of 2 exp(-2s) s^a u^b t^c over 0 < t < u < s."""
    n = a + b + c + 2
    return 2 * mp.factorial(n) / mp.mpf(2)**(n+1) / ((c + 1) * (b + c + 2))


def average(a, b, c):
    """Mean of s^a u^b t^c over psi0^2."""
    return moment(a + 2, b + 1, c) - moment(a, b + 1, c + 2)


def laplacian_term(i, j, k):
    """Mean of (1/u) Laplacian(psi0 psi1)/psi0^2, part linear in s^i t^j u^k.

    The Laplacian of psi1 has been replaced through its first-order equation.
    """
    x = 8 * average(i, k - 1, j) - 16 * moment(i + 1, k, j)
    if i:
        x -= 4 * i * average(i - 1, k - 1, j)
    if k:
        x -= 4 * k * (moment(i + 1, k, j) - moment(i + 1, k - 2, j + 2))
    return x


def correlated(order):
    """Second-order energy; first-order change of <delta(r12)> by the
    space integral and by the value at the point r12 = 0; basis size."""
    powers = [(i, j, k) for i in range(order + 1)
              for j in range(0, order + 1, 2) for k in range(order + 1)
              if 0 < i + j + k <= order]
    n = len(powers)
    E1 = average(0, -1, 0)
    A, rhs = mp.matrix(n, n), mp.matrix(n, 1)
    for p, (i, j, k) in enumerate(powers):
        rhs[p] = -(average(i, k-1, j) - E1 * average(i, k, j))
        for q in range(p + 1):
            i2, j2, k2 = powers[q]
            a, c_, b = i + i2, j + j2, k + k2
            x = mp.mpf(0)
            if i * i2:
                x += i * i2 * average(a - 2, b, c_)
            if j * j2:
                x += j * j2 * average(a, b, c_ - 2)
            if k * k2:
                x += k * k2 * average(a, b - 2, c_)
            su, tu = i * k2 + k * i2, j * k2 + k * j2
            if su:
                x += su * (moment(a, b+1, c_) - moment(a, b-1, c_+2))
            if tu:
                x += tu * (moment(a+2, b-1, c_) - moment(a, b+1, c_))
            A[p, q] = A[q, p] = x
    coef = mp.lu_solve(A, rhs)
    energy = -sum(coef[p] * rhs[p] for p in range(n))
    mean = sum(coef[p] * average(i, k, j)
               for p, (i, j, k) in enumerate(powers))
    at_point = sum(coef[p] * 4 / mp.pi * mp.mpf(2)**i * mp.factorial(i + 2)
                   / mp.mpf(4)**(i + 3)
                   for p, (i, j, k) in enumerate(powers) if j == k == 0)
    source = 2 * (average(0, -2, 0) - E1 * average(0, -1, 0))
    by_space = -(source + sum(coef[p] * laplacian_term(*powers[p])
                              for p in range(n))) / (8 * mp.pi)
    return (float(energy), float(2 * (by_space - mean * contact0)),
            float(2 * (at_point - mean * contact0)), n)


E2_low, contact_low, point_low, _ = correlated(6)
E2_all, contact_all, point_all, n_terms = correlated(8)
darwin_all = -np.pi * contact_all
assert abs(contact_all - contact_low) < 5e-5
# the value at a single point converges slowly, hence the wider tolerance
assert abs(point_all - contact_all) < 1e-3
energy_tail = -45 / 256 * sum((l + 0.5)**-4 for l in range(13, 5000))
energy_sum = sum(x["energy"] for x in waves)
assert abs(energy_sum + energy_tail - E2_all) < 2e-5


def partial(key, X):
    return sum(x[key] for x in waves[:X])


missing = {X: darwin_all - partial("darwin", X) for X in range(2, 14)}
assert abs(13 * missing[13] / (3 / 32) - 1) < 0.03

# ---------- worked example ----------
Z = 10
micro = 1e6
scale = alpha**2 * Z**2 * micro
D4, D5 = partial("darwin", 4), partial("darwin", 5)
err_1 = (5 * D5 - 4 * D4) - darwin_all
err_3 = (125 * D5 - 64 * D4) / 61 - darwin_all
assert abs(err_1) < 0.25 * abs(err_3)

print("Dirac 1s^2 Coulomb integral, alpha^2 Z^3 part: "
      f"Dirac {J_dirac:.6f}, Pauli {J_pauli:.6f} hartree")
print(f"  of which contact {-np.pi*contact0:.6f}, response {response0:.6f}")
print("Increments times lam^2, in alpha^2 Z^2 hartree:")
print("  l   Darwin    mass-vel  response  norm      total")
for l in (1, 2, 3, 4, 6, 8, 10, 12):
    row = [waves[l][k] * (l + 0.5)**2
           for k in ("darwin", "massvel", "response", "norm", "total")]
    print(f"  {l:2d} " + " ".join(f"{x:9.5f}" for x in row))
print("Large-l limits, numerical | derived (alpha^2 Z^2 hartree):")
for key in ("darwin", "massvel", "total"):
    print(f"  {key:8s} {limit(key, 2):9.5f} | {predicted[key]:9.5f}")
print(f"  response*lam^4 {limit('response', 4):.4f} | {response_asy:.4f}")
print(f"Nonrelativistic increment*lam^4: {limit('energy', 4):.5f}"
      f" | {-45/256:.5f} hartree")
print(f"Local power of lam, l=10 to 12: Darwin {slope:.3f}, "
      f"norm {norm_slope:.3f}")
print(f"Pair-function shape error at l=12: {100*shape_error:.2f} % of peak")
print(f"Correlated expansion, {n_terms} terms: E2 = {E2_all:.6f} hartree")
print(f"  E2 from waves 0-12 plus tail: {energy_sum+energy_tail:.6f} hartree")
print(f"  second-order Darwin, all l: {darwin_all:.6f} alpha^2 Z^2 hartree")
print(f"  same from the point r12 = 0: {-np.pi*point_all:.6f}"
      " alpha^2 Z^2 hartree")
print(f"Example Z = {Z}: alpha*Z = {alpha*Z:.5f}, 1/(alpha*Z) = "
      f"{1/(alpha*Z):.2f}")
print(f"  first-order Darwin  {-np.pi*contact0*alpha**2*Z**3*micro:.2f}"
      " microhartree")
print(f"  second-order Darwin {darwin_all*scale:.2f} microhartree")
print(f"  tail coefficient 3/32 alpha^2 Z^2 = {3/32*scale:.2f} microhartree")
print("Missing energy in microhartree:")
print("  X   Darwin   law 1/X   X*Darwin   nonrelativistic")
for X in (2, 3, 4, 5, 6, 8, 10, 13):
    nonrel = (E2_all - partial("energy", X)) * micro
    print(f"  {X:2d} {missing[X]*scale:8.2f} {3/32*scale/X:8.2f} "
          f"{X*missing[X]*scale:9.2f} {nonrel:12.1f}")
print("Error of the Darwin limit from X = 4 and 5, microhartree:")
print(f"  no extrapolation (X=5) {-missing[5]*scale:.2f}, "
      f"1/X law {err_1*scale:.2f}, X^-3 law {err_3*scale:.2f}")
print("verified")
```

Output:

```
Dirac 1s^2 Coulomb integral, alpha^2 Z^3 part: Dirac 0.230140, Pauli 0.230140 hartree
  of which contact -0.125000, response 0.355140
Increments times lam^2, in alpha^2 Z^2 hartree:
  l   Darwin    mass-vel  response  norm      total
   1   0.09851  -0.08360   0.00524   0.00903   0.02918
   2   0.09461  -0.05834   0.00580   0.00162   0.04369
   3   0.09401  -0.05260   0.00392   0.00050   0.04583
   4   0.09385  -0.05032   0.00269   0.00020   0.04641
   6   0.09376  -0.04852   0.00143   0.00005   0.04672
   8   0.09373  -0.04783   0.00087   0.00002   0.04679
  10   0.09371  -0.04749   0.00058   0.00001   0.04681
  12   0.09368  -0.04729   0.00042   0.00000   0.04681
Large-l limits, numerical | derived (alpha^2 Z^2 hartree):
  darwin     0.09364 |   0.09375
  massvel   -0.04683 |  -0.04687
  total      0.04684 |   0.04687
  response*lam^4 0.0667 | 0.0669
Nonrelativistic increment*lam^4: -0.17567 | -0.17578 hartree
Local power of lam, l=10 to 12: Darwin -2.002, norm -5.940
Pair-function shape error at l=12: 0.11 % of peak
Correlated expansion, 94 terms: E2 = -0.157665 hartree
  E2 from waves 0-12 plus tail: -0.157667 hartree
  second-order Darwin, all l: 0.242918 alpha^2 Z^2 hartree
  same from the point r12 = 0: 0.242498 alpha^2 Z^2 hartree
Example Z = 10: alpha*Z = 0.07297, 1/(alpha*Z) = 13.70
  first-order Darwin  -6656.42 microhartree
  second-order Darwin 1293.57 microhartree
  tail coefficient 3/32 alpha^2 Z^2 = 499.23 microhartree
Missing energy in microhartree:
  X   Darwin   law 1/X   X*Darwin   nonrelativistic
   2   245.59   249.62    491.19      -5836.1
   3   164.99   166.41    494.96      -1929.9
   4   124.12   124.81    496.48       -852.2
   5    99.44    99.85    497.20       -446.1
   6    82.93    83.21    497.57       -261.1
   8    62.24    62.40    497.89       -110.9
  10    49.80    49.92    497.97        -56.5
  13    38.31    38.40    497.98        -25.1
Error of the Darwin limit from X = 4 and 5, microhartree:
  no extrapolation (X=5) -99.44, 1/X law -0.72, X^-3 law -73.55
verified
```
